# Choosing starting distortions for defect relaxations: symmetry, saddles and rattling: verification in Python

```python
"""Structure search for a Jahn-Teller defect: one hole on six vacancy neighbours.

Result under test: with smeared occupations the symmetric site is a stationary
saddle with curvatures K[1-Er/(12 kT)-Er/(18 J)] (Eg) and K[1-Er/(3 J)] (T1u);
symmetric descent stays there, while bond distortion plus rattling finds the
state with the hole on one neighbour.
u: radial displacements towards the vacancy (nm); K: stiffness (eV/nm^2);
F: hole-lattice coupling (eV/nm); J: hole hopping (eV); Er = F^2/(2K) (eV);
kT: electronic smearing (eV). Neighbours (0,1), (2,3), (4,5) are opposite pairs.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit

BOND, K, F, J, KT = 0.21, 2000.0, 50.0, 0.10, 0.02
J_BONDING = -0.14          # companion model with a nondegenerate ground level
FORCE_TOL = 0.1            # eV/nm
STEP = 0.5 / K
RATTLE = 0.1 * BOND
ER = F**2 / (2 * K)
ADJ = np.array([[float(i // 2 != j // 2) for j in range(6)] for i in range(6)])
rng = np.random.default_rng(7)


def state(u, hop):
    """Free energy, its gradient, internal energy and hole shares."""
    levels, vectors = np.linalg.eigh(hop * ADJ - np.diag(F * u))
    mu = brentq(lambda m: expit((m - levels) / KT).sum() - 1,
                levels[0] - 1, levels[-1] + 1, xtol=1e-15)
    occ = expit((mu - levels) / KT)
    share = vectors**2 @ occ
    elastic = 0.5 * K * u @ u
    free = elastic + mu - KT * np.logaddexp(0, (mu - levels) / KT).sum()
    return free, K * u - F * share, elastic + occ @ levels, share


def relax(start, hop, orbits=None):
    """Gradient descent; orbits lists atoms kept equivalent by symmetry."""
    u, last = np.array(start, float), np.inf
    for step in range(5000):
        free, grad, energy, share = state(u, hop)
        assert free <= last + 1e-11, "descent must lower the free energy"
        last = free
        if orbits is not None:
            averaged = grad.copy()
            for orbit in orbits:
                averaged[orbit] = grad[orbit].mean()
            # the raw force must already have the symmetry of the structure
            assert np.abs(grad - averaged).max() < 1e-7
            grad = averaged
        if np.abs(grad).max() < FORCE_TOL:
            return u, energy, share, step
        u = u - STEP * grad
    raise RuntimeError("relaxation did not converge")


def hessian(u, hop, h=1e-5):
    rows = [(state(u + h * d, hop)[1] - state(u - h * d, hop)[1]) / (2 * h)
            for d in np.eye(6)]
    return 0.5 * (np.array(rows) + np.array(rows).T)


def lowest_hole_functional(hop, relaxation, starts=40):
    """Multistart minimum after eliminating the lattice displacements."""
    def energy(x):
        c = x / np.linalg.norm(x)
        return hop * c @ ADJ @ c - relaxation * np.sum(c**4)
    runs = [minimize(energy, rng.normal(size=6)) for _ in range(starts)]
    best = min(runs, key=lambda r: r.fun)
    return best.fun, np.max(best.x**2) / np.sum(best.x**2)


# Gradient from the definition of a derivative, at a generic structure
u_test = rng.normal(0, 0.01, 6)
numerical = [(state(u_test + 1e-5 * d, J)[0] - state(u_test - 1e-5 * d, J)[0])
             / 2e-5 for d in np.eye(6)]
assert np.allclose(numerical, state(u_test, J)[1], atol=1e-3)

# Pure-state cone: same slope in every direction of the Eg plane
e1 = np.array([2, 2, -1, -1, -1, -1]) / np.sqrt(12)
e2 = np.array([0, 0, 1, 1, -1, -1]) / 2
for angle in (0.0, 0.4, 1.3, 2.9, 4.4):
    mode = np.cos(angle) * e1 + np.sin(angle) * e2
    q = 1e-6
    level = np.linalg.eigvalsh(J * ADJ - np.diag(F * q * mode))[0]
    assert abs((level + 2 * J) / q / (-F / np.sqrt(12)) - 1) < 1e-3

# Symmetric site: descent result and curvatures
u_sym = np.full(6, F / (6 * K))
u_end, _, _, steps_sym = relax(np.zeros(6), J, [list(range(6))])
assert np.abs(u_end - u_sym).max() < FORCE_TOL / K
e_sym = state(u_sym, J)[2]
assert abs(e_sym - (-2 * J - ER / 6)) < 2e-4
k_e = K * (1 - ER / (12 * KT) - ER / (18 * J))
k_t = K * (1 - ER / (3 * J))
curv = np.linalg.eigvalsh(hessian(u_sym, J))
assert np.allclose(curv / K, np.sort([k_e] * 2 + [k_t] * 3 + [K]) / K, atol=5e-3)

# Stopping threshold and exponential escape along an odd distortion
odd = np.array([1.0, -1, 0, 0, 0, 0])
threshold = FORCE_TOL / abs(k_t)
assert relax(u_sym + 0.5 * threshold * odd, J)[3] == 0
assert relax(u_sym + 2.0 * threshold * odd, J)[1] < e_sym - 0.05
u = u_sym + 1e-7 * odd
for _ in range(5):
    u = u - STEP * state(u, J)[1]
growth = ((u[0] - u[1]) / 2e-7) ** 0.2
assert abs(growth / (1 - STEP * k_t) - 1) < 0.01

# Search: one neighbour distorted, with and without rattling
changes = np.arange(-6, 7) / 10
axial = [[0], [1], [2, 3, 4, 5]]
plain, rattled = [], []
for change in changes:
    start = np.zeros(6)
    start[0] = -change * BOND
    orbits = [list(range(6))] if change == 0 else axial
    plain.append(relax(start, J, orbits))
    rattled.append(relax(start + rng.normal(0, RATTLE, 6), J))
u_gs, e_gs, share_gs, _ = min(rattled, key=lambda r: r[1])
e_global, _ = lowest_hole_functional(J, ER)
assert abs(e_gs - e_global) < 1e-4
assert abs(e_gs - (-ER - 2 * J**2 / ER)) < 0.01
curv_gs = np.linalg.eigvalsh(hessian(u_gs, J))
assert curv_gs[0] > 0
n_plain = sum(r[1] < e_gs + 1e-3 for r in plain)
n_rattled = sum(r[1] < e_gs + 1e-3 for r in rattled)

# Residual symmetry traps: outward single bond, and two opposite inward bonds
u_four, e_four, share_four, _ = plain[10]
u_two, e_two, share_two, _ = relax([0.04, 0.04, 0, 0, 0, 0], J,
                                   [[0, 1], [2, 3, 4, 5]])
for u_trap, e_trap in ((u_four, e_four), (u_two, e_two)):
    assert e_trap > e_gs + 0.05
    assert np.linalg.eigvalsh(hessian(u_trap, J))[0] < 0
    freed = relax(u_trap + rng.normal(0, RATTLE, 6), J)
    assert abs(freed[1] - e_gs) < 1e-3

# Reorientation between adjacent neighbours
u_hop, e_hop, _, _ = relax([0.02, 0, 0.02, 0, 0, 0], J, [[0, 2], [1, 3], [4, 5]])
assert np.sum(np.linalg.eigvalsh(hessian(u_hop, J)) < 0) == 1
for site in (0, 2):
    pushed = u_hop.copy()
    pushed[site] += 0.001
    end = relax(pushed, J)
    assert np.argmax(end[3 - 1]) == site and abs(end[1] - e_gs) < 1e-3
barrier = e_hop - e_gs

# Companion model: symmetric site is a true local minimum
k_t_b = K * (1 - ER / (6 * abs(J_BONDING)))
k_e_b = K * (1 - ER / (9 * abs(J_BONDING)))
curv_b = np.linalg.eigvalsh(hessian(u_sym, J_BONDING))
assert np.allclose(curv_b / K, np.sort([k_t_b] * 3 + [k_e_b] * 2 + [K]) / K,
                   atol=2e-3)
assert curv_b[0] > 0
e_sym_b = state(u_sym, J_BONDING)[2]
for _ in range(10):
    small = relax(u_sym + rng.normal(0, 0.0005, 6), J_BONDING)
    assert abs(small[1] - e_sym_b) < 1e-4
n_big = sum(relax(rng.normal(0, RATTLE, 6), J_BONDING)[1] < e_sym_b - 0.01
            for _ in range(10))
u_loc, e_loc, share_loc, _ = relax([0.4 * BOND, 0, 0, 0, 0, 0], J_BONDING)
assert e_loc < e_sym_b - 0.01
assert np.linalg.eigvalsh(hessian(u_loc, J_BONDING))[0] > 0
assert abs(e_loc - lowest_hole_functional(J_BONDING, ER)[0]) < 1e-4


def constrained(first):
    """Fix the first neighbour and relax the other five."""
    u = u_sym.copy()
    u[0] = first
    for _ in range(1000):
        new = F * state(u, J_BONDING)[3][1:] / K
        change = np.abs(new - u[1:]).max()
        u[1:] = new
        if change < 1e-13:
            break
    return u


top = minimize_scalar(lambda s: -state(constrained(s), J_BONDING)[0],
                      bounds=(u_sym[0], u_loc[0]), method="bounded",
                      options={"xatol": 1e-10})
u_top = constrained(top.x)
assert np.abs(state(u_top, J_BONDING)[1]).max() < 0.05
assert np.sum(np.linalg.eigvalsh(hessian(u_top, J_BONDING)) < 0) == 1
barrier_b = state(u_top, J_BONDING)[2] - e_sym_b
assert barrier_b > 0

# Sizes of neglected effects
mass = 15.999 * const.atomic_mass
omega = np.sqrt(K * const.e / 1e-18 / mass)
quantum = const.hbar * omega / const.e
zero_point = 0.5 * quantum * np.sum(np.sqrt(curv_gs / K) - 1)
kt_room = const.k * 300 / const.e
rate = omega / (2 * np.pi) * np.exp(-barrier / kt_room)
length2 = quantum / K
x = np.linspace(-0.08, 0.11, 8001)
gauss = np.exp(-x**2 / (2 * length2))
moved = np.exp(-(x - F / K)**2 / (2 * length2))
overlap = np.sum(gauss * moved) / np.sum(gauss**2)
tunnel = J * np.exp(-ER / quantum)
assert abs(J * overlap**2 / tunnel - 1) < 1e-6
repulsion_range = 0.03
anharmonic = K * np.max(u_gs)**3 / (6 * repulsion_range)
share_half = lowest_hole_functional(J, 0.5 * ER)[1]
share_tenth = lowest_hole_functional(J, 0.1 * ER)[1]


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS (rough MgO vacancy regime)")
show("bond length", BOND, "nm", ".2f")
show("stiffness K", K, "eV/nm^2", ".0f")
show("coupling F", F, "eV/nm", ".0f")
show("hopping J", J, "eV", ".2f")
show("smearing kT", KT, "eV", ".2f")
show("force tolerance", FORCE_TOL, "eV/nm", ".1f")
show("rattle standard deviation", RATTLE, "nm", ".3f")
show("relaxation energy Er", ER, "eV")
print("SYMMETRIC SITE")
show("displacement", u_sym[0], "nm", ".5f")
show("internal energy", e_sym, "eV")
show("descent steps to stop", steps_sym, "", "d")
show("cone slope", -F / np.sqrt(12), "eV/nm", ".2f")
show("Eg curvature, numerical", curv[0], "eV/nm^2", ".1f")
show("Eg curvature, formula", k_e, "eV/nm^2", ".1f")
show("T1u curvature, numerical", curv[2], "eV/nm^2", ".1f")
show("T1u curvature, formula", k_t, "eV/nm^2", ".1f")
show("T1u false-convergence threshold", threshold, "nm", ".2e")
show("T1u growth per step, measured", growth)
print("SEARCH")
show("distortions tried", len(changes), "", "d")
show("ground state found, unrattled", n_plain, "runs", "d")
show("ground state found, rattled", n_rattled, "runs", "d")
show("ground energy, search", e_gs, "eV")
show("ground energy, hole functional", e_global, "eV")
show("ground energy, estimate", -ER - 2 * J**2 / ER, "eV")
show("largest hole share", share_gs.max())
show("largest inward displacement", u_gs.max(), "nm")
show("energy, +40% bond unrattled", e_four, "eV")
show("largest share, +40% unrattled", share_four.max())
show("energy, opposite pair unrattled", e_two, "eV")
show("share on each of the pair", share_two[0])
show("gain = rise of (-1/-2) level", e_sym - e_gs, "eV")
print("COMPANION MODEL")
show("hopping", J_BONDING, "eV", ".2f")
show("lowest symmetric curvature", curv_b[0], "eV/nm^2", ".1f")
show("symmetric energy", e_sym_b, "eV")
show("localised energy", e_loc, "eV")
show("localised hole share", share_loc.max())
show("barrier from symmetric site", 1000 * barrier_b, "meV", ".2f")
show("large rattles that localise, of 10", n_big, "", "d")
print("NEGLECTED EFFECTS")
show("vibrational quantum", 1000 * quantum, "meV", ".1f")
show("zero-point shift, ground state", 1000 * zero_point, "meV", ".1f")
show("reorientation barrier", barrier, "eV")
show("reorientation rate at 300 K", rate, "1/s", ".1e")
show("tunnelling matrix element", 1e6 * tunnel, "ueV", ".1f")
show("rough repulsion range", repulsion_range, "nm", ".2f")
show("anharmonic energy scale", anharmonic, "eV", ".3f")
show("largest share at 50% of Er", share_half)
show("largest share at 10% of Er", share_tenth)
print("success")
```

Running it gives:

```
INPUTS (rough MgO vacancy regime)
bond length: 0.21 nm
stiffness K: 2000 eV/nm^2
coupling F: 50 eV/nm
hopping J: 0.10 eV
smearing kT: 0.02 eV
force tolerance: 0.1 eV/nm
rattle standard deviation: 0.021 nm
relaxation energy Er: 0.6250 eV
SYMMETRIC SITE
displacement: 0.00417 nm
internal energy: -0.3041 eV
descent steps to stop: 7
cone slope: -14.43 eV/nm
Eg curvature, numerical: -3905.5 eV/nm^2
Eg curvature, formula: -3902.8 eV/nm^2
T1u curvature, numerical: -2165.8 eV/nm^2
T1u curvature, formula: -2166.7 eV/nm^2
T1u false-convergence threshold: 4.62e-05 nm
T1u growth per step, measured: 1.5415
SEARCH
distortions tried: 13
ground state found, unrattled: 6 runs
ground state found, rattled: 13 runs
ground energy, search: -0.6530 eV
ground energy, hole functional: -0.6530 eV
ground energy, estimate: -0.6570 eV
largest hole share: 0.9800
largest inward displacement: 0.0245 nm
energy, +40% bond unrattled: -0.3531 eV
largest share, +40% unrattled: 0.2487
energy, opposite pair unrattled: -0.3964 eV
share on each of the pair: 0.4528
gain = rise of (-1/-2) level: 0.3488 eV
COMPANION MODEL
hopping: -0.14 eV
lowest symmetric curvature: 511.9 eV/nm^2
symmetric energy: -0.6642 eV
localised energy: -0.7103 eV
localised hole share: 0.8949
barrier from symmetric site: 3.04 meV
large rattles that localise, of 10: 10
NEGLECTED EFFECTS
vibrational quantum: 72.3 meV
zero-point shift, ground state: -1.4 meV
reorientation barrier: 0.2282 eV
reorientation rate at 300 K: 2.6e+09 1/s
tunnelling matrix element: 17.6 ueV
rough repulsion range: 0.03 nm
anharmonic energy scale: 0.164 eV
largest share at 50% of Er: 0.9291
largest share at 10% of Er: 0.3454
success
```
